# Exact Sampling of an Exponentially Correlated Line Edge on Nonuniform Grids

## Two points on an edge

Take two positions along a resist line, 1 nm apart. At each, the printed edge is displaced from its ideal straight position by \(x_1\) and \(x_2\). Suppose both displacements are Gaussian with mean zero and standard deviation \(\sigma=1.2\) nm, and that their correlation coefficient is \(\rho\). How can such a pair be drawn from independent standard normal numbers \(g_1,g_2\)?

The first displacement is \(x_1=\sigma g_1\). For the second, keep a fraction of the first and add fresh noise:

\[
x_2=\rho x_1+s\,g_2 .
\]

Since \(g_2\) is independent of \(x_1\), the covariance is \(\langle x_1x_2\rangle=\rho\langle x_1^2\rangle=\rho\sigma^2\), as required. The cross term also vanishes in the variance,

\[
\langle x_2^2\rangle=\rho^2\sigma^2+s^2 .
\]

This must equal \(\sigma^2\), so \(s=\sigma\sqrt{1-\rho^2}\). The noise replaces the variance lost when \(x_1\) is multiplied by \(\rho\).

Now let the correlation fall exponentially with distance, with correlation length \(\xi=20\) nm. For the 1 nm gap, \(\rho=e^{-1/20}=0.95123\) and \(s=0.37018\) nm. With the draws \(g_1=0.320\) and \(g_2=-0.052\),

\[
x_1=1.2(0.320)=0.3840\ \text{nm},
\]
\[
x_2=0.95123(0.3840)+0.37018(-0.052)=0.3460\ \text{nm}.
\]

## A third point at a different spacing

Put a third point 2 nm beyond the second. Its gap has \(\rho_2=e^{-2/20}=0.90484\) and noise amplitude 0.51091 nm. A draw \(g_3=-2.205\) gives

\[
x_3=0.90484(0.3460)+0.51091(-2.205)=-0.8135\ \text{nm}.
\]

The covariance of neighbours is correct by construction. The first and third points were never coupled directly, but

\[
\langle x_1x_3\rangle=\rho_2\langle x_1x_2\rangle
=\rho_2\rho_1\sigma^2
=\sigma^2e^{-2/20}e^{-1/20}
=\sigma^2e^{-3/20}.
\]

This is the exponential covariance at the full separation of 3 nm. Multiplying exponentials adds the distances, whether or not the gaps are equal.

## The general recursion

Let \(x(y)\) be a zero-mean stationary Gaussian process along the line, with

\[
\langle x(y)x(y')\rangle=\sigma^2e^{-|y-y'|/\xi}.
\]

This is the stationary Ornstein-Uhlenbeck process. For ordered nodes \(y_1<\cdots<y_n\), write \(\Delta_k=y_{k+1}-y_k\) and use

\[
x_1=\sigma g_1,\qquad \rho_k=e^{-\Delta_k/\xi},
\]
\[
x_{k+1}=\rho_kx_k+\sigma\sqrt{1-\rho_k^2}\,g_{k+1}.
\]

If \(\langle x_k^2\rangle=\sigma^2\), then

\[
\langle x_{k+1}^2\rangle=\rho_k^2\sigma^2+\sigma^2(1-\rho_k^2)=\sigma^2 .
\]

The first node has this variance, so by induction every node has it. For \(i<j\), each noise term added after node \(i\) is independent of \(x_i\). Each step therefore multiplies the covariance with \(x_i\) by its \(\rho_k\):

\[
\langle x_ix_j\rangle=\sigma^2\prod_{k=i}^{j-1}\rho_k
=\sigma^2\exp\!\left(-\frac{1}{\xi}\sum_{k=i}^{j-1}\Delta_k\right)
=\sigma^2e^{-(y_j-y_i)/\xi}.
\]

All \(x_k\) are linear combinations of the same independent normals, so they are jointly Gaussian. A zero-mean joint Gaussian law is fixed by its covariance matrix. The recursion thus has the exact joint law at the nodes, apart from computer rounding and imperfections of the random-number generator.

In matrix form \(x=Ag\), where \(A\) is lower triangular with positive diagonal and \(AA^T=C\), the required covariance matrix. So \(A\) is the Cholesky factor of \(C\), but the recursion never has to store it. The work for one edge grows in proportion to \(n\).

When \(\Delta_k\ll\xi\), the quantity \(1-\rho_k^2\) is a small difference of nearly equal numbers. It is better computed as \(-\operatorname{expm1}(-2\Delta_k/\xi)\), where \(\operatorname{expm1}(z)\) evaluates \(e^z-1\) without that subtraction. For \(\Delta_k/\xi=10^{-12}\) in double precision, direct subtraction has a relative error of \(2.2\times10^{-5}\), measured against a 50-digit evaluation. With expm1 the error is below \(10^{-15}\).

## An eight-node edge

The same calculation continued to 50 nm gives the edge below. The draws are rounded to three decimals so that each row can be followed by hand (\(x\) is carried unrounded from row to row, so a value recomputed from the printed entries can differ by one in the last digit); \(\rho\) and the noise amplitude belong to the gap before the node.

| \(y\) (nm) | \(\rho\) | noise (nm) | \(g\) | \(x\) (nm) |
|---:|---:|---:|---:|---:|
| 0 | start | 1.20000 | 0.320 | 0.3840 |
| 1 | 0.95123 | 0.37018 | −0.052 | 0.3460 |
| 3 | 0.90484 | 0.51091 | −2.205 | −0.8135 |
| 4 | 0.95123 | 0.37018 | 0.478 | −0.5968 |
| 9 | 0.77880 | 0.75273 | 0.209 | −0.3075 |
| 20 | 0.57695 | 0.98014 | 0.442 | 0.2558 |
| 22 | 0.90484 | 0.51091 | −0.060 | 0.2008 |
| 50 | 0.24660 | 1.16294 | −0.524 | −0.5599 |

Across the last gap, 28 nm, little memory remains and the noise amplitude is close to \(\sigma\). In the limit \(\Delta_k\gg\xi\) the next node is an independent draw. In the limit \(\Delta_k\to0\), \(\rho_k\to1\) and the noise vanishes, so the edge is continuous in the mean-square sense: the rms change across a gap goes to zero with the gap.

## Verifying the covariance by sampling

A single edge of eight nodes is too short to display its covariance. From \(N\) independent edges, with the mean known to be zero, the estimate is the average of \(x_ix_j\). Its expected scatter follows from the recursion. Let \(r=e^{-|y_i-y_j|/\xi}\) and write \(x_j=rx_i+\eta\), where \(\eta\) is independent of \(x_i\) and has variance \(\sigma^2(1-r^2)\). Using \(\langle x_i^4\rangle=3\sigma^4\),

\[
\langle x_i^2x_j^2\rangle
=3r^2\sigma^4+\sigma^4(1-r^2)
=\sigma^4(1+2r^2).
\]

Subtracting the squared mean \(r^2\sigma^4\) gives the variance of one product, \(\sigma^4(1+r^2)\). The standard error of the average is therefore

\[
\sigma^2\sqrt{(1+r^2)/N}.
\]

For 400,000 sampled edges on the eight-node grid, four pairs gave:

| Pair (nm) | Target (nm²) | Sampled (nm²) | Standard error (nm²) |
|---|---:|---:|---:|
| 1, 3 | 1.3030 | 1.3011 | 0.0031 |
| 3, 20 | 0.6155 | 0.6156 | 0.0025 |
| 9, 22 | 0.7517 | 0.7515 | 0.0026 |
| 0, 50 | 0.1182 | 0.1171 | 0.0023 |

Over all pairs of nodes, variances included, the largest deviation was 1.60 standard errors. The sample is consistent with the target; the exactness itself rests on the algebra above.

## Points that were not on the grid

Suppose an edge has been drawn and a value is now needed at \(p\), between adjacent nodes \(a<p<b\). Let \(u=p-a\), \(v=b-p\), \(h=b-a\), and define \(r=e^{-u/\xi}\), \(t=e^{-v/\xi}\). Write

\[
x_p=w_ax_a+w_bx_b+\varepsilon
\]

and choose the weights so that \(\varepsilon\) is uncorrelated with both neighbours. Taking the covariance with \(x_a\) and with \(x_b\), and dividing by \(\sigma^2\), gives

\[
r=w_a+rt\,w_b,\qquad t=rt\,w_a+w_b .
\]

Multiply the second equation by \(rt\) and subtract it from the first. Then \(r(1-t^2)=w_a(1-r^2t^2)\). Dividing both sides by \(rt\) turns the differences into hyperbolic sines:

\[
w_a=\frac{t^{-1}-t}{(rt)^{-1}-rt}
=\frac{\sinh(v/\xi)}{\sinh(h/\xi)},
\qquad
w_b=\frac{\sinh(u/\xi)}{\sinh(h/\xi)},
\]

where \(w_b\) follows by exchanging the two sides. Because \(\varepsilon\) is uncorrelated with the neighbours, its variance is

\[
\langle\varepsilon^2\rangle=\sigma^2(1-w_ar-w_bt)
=\sigma^2\frac{(1-r^2)(1-t^2)}{1-r^2t^2}.
\]

To see the last step, put everything over \(1-r^2t^2\). The numerator is \(1-r^2t^2-r^2(1-t^2)-t^2(1-r^2)=1-r^2-t^2+r^2t^2\), which factorizes as shown. Dividing numerator and denominator by \(rt\) gives

\[
\langle\varepsilon^2\rangle
=2\sigma^2\frac{\sinh(u/\xi)\sinh(v/\xi)}{\sinh(h/\xi)}.
\]

Farther nodes need no weight. For a node \(c<a\), every covariance in the equation for \(a\) is multiplied by the same factor \(e^{-(a-c)/\xi}\), so \(\langle\varepsilon x_c\rangle=0\) as well. The same holds on the right. For jointly Gaussian variables, zero covariance means independence. One may therefore draw \(\varepsilon\) afresh, insert \(x_p\), and retain the exact joint law. A second point in the same original gap must use the inserted point as a neighbour if it is now adjacent.

At 36 nm, halfway between the nodes at 22 and 50 nm, both weights are 0.39835 and the standard deviation of \(\varepsilon\) is 0.9329 nm. Inserting 36 nm, then 30 nm, then 14.5 nm gives a covariance of 0.4915 nm² for the pair (14.5, 36) nm and 1.0668 nm² for (30, 36) nm. These were computed from the matrix of coefficients multiplying the normal draws, without sampling, and agree with the exponential law to the digits shown.

Linear interpolation instead takes \((x_a+x_b)/2\) at the midpoint. Its variance is

\[
\tfrac14(\sigma^2+\sigma^2+2\sigma^2e^{-h/\xi})
=\tfrac12\sigma^2(1+e^{-h/\xi}).
\]

For this gap the rms displacement is 0.9474 nm, 21% below the required 1.2 nm. For \(h\ll\xi\) the exact weights approach those of linear interpolation, but the random term still has variance \(2\sigma^2uv/(\xi h)\) to leading order.

## Two changes that spoil exactness

First, let the starting value be an independent zero-mean Gaussian of variance \(v_1\ne\sigma^2\). Subtracting \(\sigma^2\) from the variance recursion gives \(v_{k+1}-\sigma^2=\rho_k^2(v_k-\sigma^2)\), hence

\[
v_i=\sigma^2+(v_1-\sigma^2)e^{-2(y_i-y_1)/\xi}.
\]

For \(i\le j\), multiplication by \(e^{-(y_j-y_i)/\xi}\) gives

\[
\langle x_ix_j\rangle=\sigma^2e^{-(y_j-y_i)/\xi}
+(v_1-\sigma^2)e^{-(y_i+y_j-2y_1)/\xi}.
\]

The second term depends on the sum \(y_i+y_j\), that is, on where the pair lies along the line, so the covariance is no longer a function of separation alone. An edge started at zero displacement has an rms value of only 0.6890 nm at 4 nm, and reaches 1.1960 nm at 50 nm. The stationary start needs no such run-in length.

Second, replace the coefficients by their small-gap forms, \(1-q\) and \(\sigma\sqrt{2q}\), with \(q=\Delta/\xi\). This is the Euler method. On a uniform grid its stationary variance \(V\) obeys

\[
V=(1-q)^2V+2q\sigma^2 .
\]

Since \(1-(1-q)^2=q(2-q)\), \(V=\sigma^2/(1-q/2)\), provided \(0<q<2\). A 5 nm step already gives \(V/\sigma^2=1.1429\). On the eight-node grid the last gap has \(q=1.4\), so the Euler memory coefficient is \(-0.4\). The final rms displacement becomes 2.0794 nm, and the covariance of the last two nodes is \(-0.7295\) nm² instead of 0.3551 nm².

## What the model leaves out of a resist edge

The values \(\sigma=1.2\) nm and \(\xi=20\) nm are round illustrative values, not measured ones, chosen with 16 nm lines in a chemically amplified resist exposed with extreme ultraviolet light in mind. The corresponding \(3\sigma\) is 3.6 nm. One assumption that a real resist cannot satisfy is roughness down to arbitrarily small distances: molecules have a finite size, and diffusion of the photogenerated acid smooths the pattern.

A simple estimate averages the edge along \(y\) with a Gaussian weight of standard deviation \(b_s=3\) nm. The covariance at separation \(d\) then becomes \(\sigma^2K(d)\), where \(K(d)\) is the average of \(e^{-|z|/\xi}\) over a Gaussian \(z\) with mean \(d\) and variance \(2b_s^2\). For \(z>0\), the exponent in the integral is completed to a square:

\[
\frac{(z-d)^2}{4b_s^2}+\frac z\xi
=\left(\frac{z-d}{2b_s}+\frac{b_s}{\xi}\right)^2
-\frac{b_s^2}{\xi^2}+\frac d\xi .
\]

The part \(z<0\) follows by changing the signs of \(z\) and \(d\). Together they give

\[
K(d)=\tfrac12e^{b_s^2/\xi^2}\left[
e^{-d/\xi}\operatorname{erfc}\!\left(\tfrac{b_s}{\xi}-\tfrac{d}{2b_s}\right)
+e^{d/\xi}\operatorname{erfc}\!\left(\tfrac{b_s}{\xi}+\tfrac{d}{2b_s}\right)\right].
\]

Here \(K(0)=0.8509\), which lowers the rms displacement to 1.107 nm. The effect on short distances is larger. The rms change over 1 nm is \(\sigma\sqrt{2(1-e^{-1/20})}=0.375\) nm without blur and \(\sigma\sqrt{2[K(0)-K(1\,\text{nm})]}=0.102\) nm with it. These comparisons hold the unblurred \(\sigma\) and \(\xi\) fixed. If \(\sigma\) was measured on the finished edge, its reduction by blur is already included. The same caution applies to \(\xi\): the normalized blurred correlation \(K(20\,\text{nm})/K(0)\) is 0.442 rather than \(e^{-1}=0.368\).

Without blur, the rms change equals the step itself when \(2\sigma^2(1-e^{-\Delta/\xi})=\Delta^2\). A numerical root search gives \(\Delta=0.1435\) nm, close to the small-gap estimate \(2\sigma^2/\xi=0.1440\) nm. At this scale, about the length of a chemical bond, the continuous edge has no material meaning.

An edge that is smoother at distances below \(\xi\) may also be modelled by the correlation \(e^{-(d/\xi)^{2H}}\) with \(H=0.7\). It has no smoothing length: its rms change over 1 nm is 0.208 nm, between the blurred and unblurred values, and beyond \(\xi\) it is less correlated than the exponential. At fixed \(\sigma\) and \(\xi\), the largest change in correlation is 0.090, near 6.4 nm. The recursion no longer suffices: two 10 nm steps would give a correlation of 0.4687 at 20 nm, while the model requires 0.3679. A dense Cholesky factorization can still sample this edge on a modest grid.

Measurement also matters. Removing the mean of a scan of length \(L\) removes the variance of that mean. Since separation \(d\) occurs with weight \(2(L-d)/L^2\), the fraction lost is

\[
\frac{2}{L^2}\int_0^L(L-d)e^{-d/\xi}\,dd
=\frac{2\xi}{L}-\frac{2\xi^2}{L^2}(1-e^{-L/\xi}),
\]

or 3.92% of the variance for a 1000 nm scan, which lowers the square root of the variance averaged over many scans by 2.0%. The rms value of a single such scan scatters by about 10%, and averaging the rms values of single scans gives a larger drop, about 2.5%. Removing a fitted slope as well raises the variance loss to 7.7%. Taken alone, this effect makes uncorrected data understate \(\sigma\); image noise in the detected edge, which is not modelled here, acts in the opposite direction.

Finally, two edges with correlation coefficient \(c\) give a width fluctuation of \(\sigma\sqrt{2(1-c)}\). Real edges need not be independent, and the crossing probability depends strongly on \(c\). For independent edges of a 16 nm line the fluctuation is \(\sqrt2\,\sigma=1.70\) nm, or 5.1 nm as \(3\sigma\). The Gaussian probability that they cross at one chosen position is about \(2\times10^{-21}\). This shows that the unbounded Gaussian tails do not disturb ordinary sampling here. It is no estimate of the rate of broken lines, which depends on rare events outside this model.
